# Temperature-independent longitudinal coupling in an ideal second-order ferroelectric: a program that tests the result

```python
# Result under test: an ideal second-order ferroelectric has the longitudinal
# coupling factor k^2 = 2 Q^2 / (b s + 2 Q^2) at every temperature below T0,
# although its permittivity and piezoelectric coefficient diverge at T0.
# Gibbs energy density (Gaussian units; P polarization, sig tensile stress):
#   G = a (T-T0) P^2/2 + b P^4/4 + c P^6/6 - s sig^2/2 - Q sig P^2
#       - lam sig (T-T0) - C T (ln(T/T0) - 1)
# s: compliance at fixed P; Q: electrostriction; lam: thermal expansion;
# C: heat capacity per volume; c = 0 in the ideal case.
# Displacement D = eps_b E + 4 pi P, with eps_b = 0 in the ideal case.
# Definition: k^2 = 4 pi d^2 / (eps sE), d = dx/dE at fixed stress,
# eps = dD/dE at fixed stress, sE = dx/dsig at fixed field (x: strain).
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

pi = np.pi
# Rough inputs in SI units
T0 = 390.0
a_si, b_si, c_si = 6.7e5, 2.0e9, 2.0e10
b_first_si = -8.0e8
Q_si, s_si = 0.11, 9.0e-12
heat_si, lam, grad_si, eps_back = 3.0e6, 1.0e-5, 1.0e-10, 7.0

# Conversion to Gaussian units
uP = const.c * 1e-3        # statC/cm^2 in one C/m^2
uE = const.c * 1e-4        # V/m in one statV/cm
a = 10 * a_si / uP**2
b2 = 10 * b_si / uP**4
b1 = 10 * b_first_si / uP**4
c6 = 10 * c_si / uP**6
Q = Q_si / uP**2
s = s_si / 10
C = 10 * heat_si
g = 10 * grad_si * 1e4 / uP**2

# Equations of state by symbolic differentiation of the energy
P_, sig_, T_, b_, c_ = sp.symbols("P sig T b c")
G = (a * (T_ - T0) * P_**2 / 2 + b_ * P_**4 / 4 + c_ * P_**6 / 6
     - s * sig_**2 / 2 - Q * sig_ * P_**2 - lam * sig_ * (T_ - T0)
     - C * T_ * (sp.log(T_ / T0) - 1))
args = (P_, sig_, T_, b_, c_)
energy = sp.lambdify(args, G, "math")
field = sp.lambdify(args, sp.diff(G, P_), "math")
stiffness = sp.lambdify(args, sp.diff(G, P_, 2), "math")
strain = sp.lambdify(args, -sp.diff(G, sig_), "math")
entropy = sp.lambdify(args, -sp.diff(G, T_), "math")


def close(x, y, tol=1e-6):
    return abs(x - y) <= tol * abs(y)


def rest_polarization(T, b=b2, c=0.0, E=0.0, sig=0.0):
    """Upper polarization branch: Newton descent from 1 C/m^2."""
    p = uP
    for _ in range(200):
        p -= (field(p, sig, T, b, c) - E) / stiffness(p, sig, T, b, c)
    return p


def response(T, b=b2, c=0.0, eps_b=0.0, E0=0.0, sig0=0.0, adiabatic=False):
    """Small-signal coefficients from nonlinear states on either side of rest."""
    p0 = rest_polarization(T, b, c, E0, sig0)
    S0 = entropy(p0, sig0, T, b, c)

    def temperature(p, sg):
        if not adiabatic:
            return T
        return brentq(lambda t: entropy(p, sg, t, b, c) - S0,
                      T - 5, T + 5, xtol=1e-12, rtol=1e-15)

    def state(sg, E=None, D=None):
        def miss(p):
            f = field(p, sg, temperature(p, sg), b, c)
            return f - E if D is None else eps_b * f + 4 * pi * p - D
        p = brentq(miss, 0.8 * p0, 1.2 * p0, xtol=1e-10, rtol=1e-14)
        t = temperature(p, sg)
        return (eps_b * field(p, sg, t, b, c) + 4 * pi * p,
                strain(p, sg, t, b, c))

    # steps that change P by about one part in ten thousand
    stiff = stiffness(p0, sig0, T, b, c)
    dE, dsig = 1e-4 * p0 * stiff, 1e-4 * stiff / (2 * Q)
    D0 = eps_b * E0 + 4 * pi * p0
    up, down = state(sig0, E=E0 + dE), state(sig0, E=E0 - dE)
    eps = (up[0] - down[0]) / (2 * dE)
    d = (up[1] - down[1]) / (2 * dE)
    up, down = state(sig0 + dsig, E=E0), state(sig0 - dsig, E=E0)
    sE = (up[1] - down[1]) / (2 * dsig)
    d_direct = (up[0] - down[0]) / (2 * dsig) / (4 * pi)
    up, down = state(sig0 + dsig, D=D0), state(sig0 - dsig, D=D0)
    sD = (up[1] - down[1]) / (2 * dsig)
    k2 = 4 * pi * d**2 / (eps * sE)
    assert close(d_direct, d)             # direct and converse effects agree
    assert close(1 - sD / sE, k2)         # fraction converted in a work cycle
    return dict(P=p0, eps=eps, d=d, sE=sE, sD=sD, k2=k2, k=np.sqrt(k2))


k2_ideal = 2 * Q**2 / (b2 * s + 2 * Q**2)
print("Rough inputs:")
print(f"T0 = {T0:.0f} K, a = {a_si:.2e} V m/(C K)")
print(f"b = {b_si:.2e} V m^5/C^3, Q = {Q_si:.2f} m^4/C^2")
print(f"s = {s_si*1e12:.1f} 1/TPa, background eps_b = {eps_back:.0f}")
print(f"sextic c = {c_si:.1e} V m^9/C^5")
print(f"C = {heat_si:.1e} J/(m^3 K), lam = {lam:.1e} 1/K")
print(f"gradient g = {grad_si:.1e} V m^3/C")
print(f"Gaussian: a = {a:.3e} 1/K, b = {b2:.3e} cm^3/erg")
print(f"Gaussian: Q = {Q:.3e} cm^3/erg, s = {s:.2e} cm^2/dyn")

# Ideal case over temperature
print("Ideal: T0-T (K), P0 (uC/cm2), eps, d (pC/N), sE (1/TPa), k")
ideal = {}
for tau in (0.1, 1.0, 10.0, 50.0, 90.0):
    r = ideal[tau] = response(T0 - tau)
    P0 = np.sqrt(a * tau / b2)
    assert close(r["P"], P0) and close(r["eps"], 4 * pi / (2 * a * tau))
    assert close(r["d"], Q / (b2 * P0)) and close(r["sE"], s + 2 * Q**2 / b2)
    assert close(r["k2"], k2_ideal)
    d_si, sE_si = r["d"] / uE, 10 * r["sE"]
    assert close(d_si**2 / (sE_si * const.epsilon_0 * r["eps"]), k2_ideal)
    if tau >= 1:
        print(f"  {tau:4.0f} {r['P']/uP*100:7.2f} {r['eps']:9.0f}"
              f" {d_si*1e12:8.1f} {sE_si*1e12:7.2f} {r['k']:.4f}")
slope_eps = np.log10(ideal[1.0]["eps"] / ideal[0.1]["eps"])
slope_d = np.log10(ideal[1.0]["d"] / ideal[0.1]["d"])
assert abs(slope_eps + 1) < 1e-6 and abs(slope_d + 0.5) < 1e-6
print(f"log slopes in T0-T: eps {slope_eps:.4f}, d {slope_d:.4f}")
print(f"closed form: k^2 = {k2_ideal:.4f}, k = {np.sqrt(k2_ideal):.4f}")

# Work cycle for a stress of 1 MPa, 50 K below T0
r50 = ideal[50.0]
work_in = 0.5 * 10 * r50["sE"] * 1e12
work_back = 0.5 * 10 * r50["sD"] * 1e12
print(f"1 MPa cycle at 50 K: work in {work_in:.3f} J/m^3")
print(f"  returned {work_back:.3f}, converted {work_in-work_back:.3f} J/m^3")

# Clamped crystal: hold the strain and displace the polarization
T50, P50 = T0 - 50, r50["P"]
x0 = strain(P50, 0.0, T50, b2, 0.0)


def clamped_field(p):
    reach = 10 * Q * P50**2 / s
    sg = brentq(lambda y: strain(p, y, T50, b2, 0.0) - x0, -reach, reach,
                xtol=1e-6, rtol=1e-14)
    return field(p, sg, T50, b2, 0.0)


h = 1e-4 * P50
clamped_stiff = (clamped_field(P50 + h) - clamped_field(P50 - h)) / (2 * h)
assert close(clamped_stiff, 2 * (b2 + 2 * Q**2 / s) * P50**2)
clamp_ratio = 4 * pi / clamped_stiff / r50["eps"]
assert close(clamp_ratio, 1 - k2_ideal)
print(f"clamped/free permittivity = {clamp_ratio:.4f}")

# Above T0 at zero bias: no linear piezoelectricity, compliance back to s
Thot, small_E, small_sig = T0 + 10, 1e-3, 1e4
p_plus = rest_polarization(Thot, E=small_E)
p_minus = rest_polarization(Thot, E=-small_E)
x_plus = strain(p_plus, 0.0, Thot, b2, 0.0)
assert p_plus > 0 > p_minus
assert abs(x_plus - strain(p_minus, 0.0, Thot, b2, 0.0)) < 1e-9 * x_plus
p_hot = rest_polarization(Thot, sig=small_sig)
sE_hot = (strain(p_hot, small_sig, Thot, b2, 0.0)
          - strain(0.0, 0.0, Thot, b2, 0.0)) / small_sig
assert close(sE_hot, s)
print(f"sE above T0 = {sE_hot*1e13:.2f} 1/TPa")

# Constant stress only shifts the transition
press_si = -5.0e7
press = 10 * press_si
shift = 2 * Q * press / a
pressed = response(T50, sig0=press)
assert close(pressed["k2"], k2_ideal)
assert close(pressed["P"], rest_polarization(T50 - shift))
print(f"stress {press_si/1e6:.0f} MPa: T0 shift {shift:.2f} K,"
      f" k = {pressed['k']:.4f}")

# Bias field changes the coupling
bias_kv = 10.0
bias = bias_kv * 1e5 / uE
at_T0 = response(T0, E0=bias)
for factor in (0.1, 1.0, 3.0):
    assert close(response(T0, E0=factor * bias)["k2"],
                 4 * Q**2 / (3 * b2 * s + 4 * Q**2))
biased = response(T50, E0=bias)
assert biased["k2"] < k2_ideal
print(f"bias {bias_kv:.0f} kV/cm: k = {at_T0['k']:.4f} at T0,"
      f" {biased['k']:.4f} at 50 K below")

# Neglected effects, one at a time and together
print("k with: T0-T (K), eps_b, sextic, adiabatic, all three")
for tau in (1.0, 10.0, 50.0, 90.0):
    T = T0 - tau
    back = response(T, eps_b=eps_back)
    chi4 = 4 * pi / (2 * a * tau)
    assert close(back["k2"], k2_ideal * chi4 / (eps_back + chi4))
    six = response(T, c=c6)
    assert close(six["k2"],
                 2 * Q**2 / (s * (b2 + 2 * c6 * six["P"]**2) + 2 * Q**2))
    adi = response(T, adiabatic=True)
    bS = b2 + T * a**2 / (2 * C)
    QS = Q + T * a * lam / (2 * C)
    sS = s - T * lam**2 / C
    assert close(adi["k2"], 2 * QS**2 / (sS * bS + 2 * QS**2))
    full = response(T, c=c6, eps_b=eps_back, adiabatic=True)
    print(f"  {tau:4.0f} {back['k']:.4f} {six['k']:.4f}"
          f" {adi['k']:.4f} {full['k']:.4f}")

# Linear range and fluctuations; the correlation integral is done numerically
integral = quad(lambda u: u / (1 + u * u), 0, np.inf, weight="sin", wvar=1.0)[0]
print("T0-T (K), coercive field (kV/cm), xi (nm), fluctuation/P0^2")
for tau in (1.0, 10.0, 50.0):
    T, P0 = T0 - tau, ideal[tau]["P"]
    low = minimize_scalar(lambda p: field(p, 0.0, T, b2, 0.0),
                          bounds=(0, P0), method="bounded",
                          options={"xatol": 1e-6 * P0})
    coercive = -low.fun
    assert close(coercive, 2 * a * tau * P0 / (3 * np.sqrt(3)))
    xi = np.sqrt(g / stiffness(P0, 0.0, T, b2, 0.0))
    kT = const.k * 1e7 * T
    correlation = kT * integral / (2 * pi**2 * g * xi)
    assert close(correlation, kT / (4 * pi * np.e * g * xi), 1e-5)
    print(f"  {tau:4.0f} {coercive*uE/1e5:8.3f} {xi*1e7:7.2f}"
          f" {correlation/P0**2:.3f}")

# First-order contrast: negative quartic, positive sextic coefficient
T1 = T0 + 3 * b1**2 / (16 * a * c6)
P1 = rest_polarization(T1, b1, c6)
assert close(P1**2, -3 * b1 / (4 * c6))
gap = energy(P1, 0.0, T1, b1, c6) - energy(0.0, 0.0, T1, b1, c6)
assert abs(gap) < 1e-6 * abs(b1) * P1**4
print(f"first-order model: b = {b_first_si:.1e} V m^5/C^3")
print(f"  transition {T1:.2f} K, P jumps to {P1/uP*100:.2f} uC/cm2")
first = []
for below in (0.0, 50.0):
    r = response(T1 - below, b=b1, c=c6)
    assert close(r["k2"], 2 * Q**2 / (s * (b1 + 2 * c6 * r["P"]**2) + 2 * Q**2))
    first.append(r["k"])
    print(f"  {below:.0f} K below it: k = {r['k']:.4f}, eps = {r['eps']:.0f}")
assert first[0] - first[1] > 0.01

print("done: every assertion held")
```

Running it gives:

```
Rough inputs:
T0 = 390 K, a = 6.70e+05 V m/(C K)
b = 2.00e+09 V m^5/C^3, Q = 0.11 m^4/C^2
s = 9.0 1/TPa, background eps_b = 7
sextic c = 2.0e+10 V m^9/C^5
C = 3.0e+06 J/(m^3 K), lam = 1.0e-05 1/K
gradient g = 1.0e-10 V m^3/C
Gaussian: a = 7.455e-05 1/K, b = 2.476e-12 cm^3/erg
Gaussian: Q = 1.224e-12 cm^3/erg, s = 9.00e-13 cm^2/dyn
Ideal: T0-T (K), P0 (uC/cm2), eps, d (pC/N), sE (1/TPa), k
     1    1.83     84284   3005.0   21.10 0.7573
    10    5.79      8428    950.3   21.10 0.7573
    50   12.94      1686    425.0   21.10 0.7573
    90   17.36       936    316.8   21.10 0.7573
log slopes in T0-T: eps -1.0000, d -0.5000
closed form: k^2 = 0.5735, k = 0.7573
1 MPa cycle at 50 K: work in 10.550 J/m^3
  returned 4.500, converted 6.050 J/m^3
clamped/free permittivity = 0.4265
sE above T0 = 9.00 1/TPa
stress -50 MPa: T0 shift -16.42 K, k = 0.7573
bias 10 kV/cm: k = 0.6875 at T0, 0.7436 at 50 K below
k with: T0-T (K), eps_b, sextic, adiabatic, all three
     1 0.7572 0.7562 0.7564 0.7553
    10 0.7570 0.7470 0.7565 0.7460
    50 0.7557 0.7141 0.7565 0.7121
    90 0.7545 0.6893 0.7566 0.6861
T0-T (K), coercive field (kV/cm), xi (nm), fluctuation/P0^2
     1    0.047    8.64 0.543
    10    1.493    2.73 0.168
    50   16.688    1.22 0.067
first-order model: b = -8.0e+08 V m^5/C^3
  transition 398.96 K, P jumps to 17.32 uC/cm2
  0 K below it: k = 0.9330, eps = 4706
  50 K below it: k = 0.7840, eps = 539
done: every assertion held
```
